# Comment on equating flux and bulk drift velocities in electron swarms

## The argument under review

The argument concerns an electron swarm drifting through a uniform gas, with ionization and attachment. It has three steps.

1. The centre of a group of particles moves with their mean velocity.
2. Ionization and attachment multiply the electron density by a factor. The factor cancels when the centroid is normalized by the electron number, so it cannot change the centroid's velocity.
3. Even if step 2 were doubtful, no difference could survive where ionization and attachment balance.

One drift velocity is then used for the arrival of a pulse, for the electron flux and for the convective term of a continuity equation. The question is whether these steps hold when electrons are created or lost at unequal rates along the swarm.

## What the centroid does

Let the electric force point along $+x$, and let $f(x,\mathbf v,t)$ be the expected phase-space density. The density, flux and expected electron number are

$$n=\int f\,d\mathbf v,\qquad \Gamma=\int v_x f\,d\mathbf v,\qquad N_e=\int n\,dx .$$

An electron of velocity $\mathbf v$ ionizes with frequency $\nu_{\rm ion}$ and attaches with frequency $\nu_{\rm att}$, and $\nu(\mathbf v)=\nu_{\rm ion}-\nu_{\rm att}$. A new electron appears where its parent collides, and an attached electron does not return. An average over all electrons present is

$$\langle A\rangle=\frac1{N_e}\int\!\!\int A f\,d\mathbf v\,dx .$$

Integrate the kinetic equation over velocity. The acceleration term vanishes because $f\to0$ at large speed, and number-conserving collisions cancel. What remains is

$$\frac{\partial n}{\partial t}+\frac{\partial\Gamma}{\partial x}=\int\nu f\,d\mathbf v. \tag{1}$$

For a swarm that does not touch a boundary, integration over $x$ removes the flux term:

$$\frac{dN_e}{dt}=N_e\langle\nu\rangle. \tag{2}$$

Now multiply (1) by $x$ before integrating. By parts, $\int x\,\partial_x\Gamma\,dx=-\int\Gamma\,dx=-N_e\langle v_x\rangle$, so

$$\frac{d(N_e\langle x\rangle)}{dt}=N_e\langle v_x\rangle+N_e\langle x\nu\rangle .$$

The left side is $N_e\,d\langle x\rangle/dt+\langle x\rangle N_e\langle\nu\rangle$, by the product rule and (2). Dividing by $N_e$ gives

$$\frac{d\langle x\rangle}{dt}=\langle v_x\rangle+\underbrace{\langle x\nu\rangle-\langle x\rangle\langle\nu\rangle}_{\mathrm{Cov}(x,\nu)} . \tag{3}$$

Step 1 is therefore true for a fixed set of particles, but the swarm is not a fixed set. An electron born ahead of the centroid pulls it forward although nothing has moved. A loss behind it does the same.

Step 2 assumes that every part of the swarm is multiplied by the same factor. If $\nu$ is the same for all electrons, the covariance is zero and the step is right. Otherwise it fails whenever production is correlated with position.

At the instant of release from a single point, all electrons have the same $x$ and the covariance vanishes. The two velocities then agree, and a difference can appear only as the correlation builds up.

## The relaxed swarm

Constant drift velocities require a further assumption: a constant uniform field, no space charge or electron–electron collisions, and a swarm that has relaxed until its velocity distribution follows the local density and its gradients. In this hydrodynamic regime

$$f=F_0(\mathbf v)\,n-F_1(\mathbf v)\frac{\partial n}{\partial x}+\cdots,\qquad \int F_0\,d\mathbf v=1,\quad \int F_1\,d\mathbf v=0 .$$

The two normalizations follow from $n=\int f\,d\mathbf v$. Insert the expansion in the flux and in the source:

$$\Gamma=wn-D_F\frac{\partial n}{\partial x}+\cdots,\qquad w=\int v_xF_0\,d\mathbf v,\quad D_F=\int v_xF_1\,d\mathbf v,$$

$$\int\nu f\,d\mathbf v=\lambda n-S_1\frac{\partial n}{\partial x}+\cdots,\qquad \lambda=\int\nu F_0\,d\mathbf v,\quad S_1=\int\nu F_1\,d\mathbf v .$$

Here $w$ is the flux drift velocity. Gradient terms integrate to zero over the swarm, so $\langle v_x\rangle=w$. Equation (1) becomes

$$\frac{\partial n}{\partial t}=\lambda n-(w+S_1)\frac{\partial n}{\partial x}+\cdots, \tag{4}$$

where the dots contain second and higher derivatives. These contribute nothing to the first moment, because two integrations by parts remove the factor $x$. Since $\int x(-\partial_xn)\,dx=N_e$, the centroid moves at the bulk drift velocity

$$W=w+S_1. \tag{5}$$

The same integral shows that $\langle x\nu\rangle=\lambda\langle x\rangle+S_1$. With $\langle\nu\rangle=\lambda$, this makes $S_1$ the relaxed value of $\mathrm{Cov}(x,\nu)$. In this regime $W=w$ if and only if $S_1=0$.

## Step 3 fails as well

Add an attachment frequency $\nu_0$ that is the same for every electron. If $g$ solves the kinetic equation without it, $f=e^{-\nu_0t}g$ solves the equation with it: the time derivative of the exponential supplies the extra loss $-\nu_0f$, and every other term is linear in $f$. The factor cancels from all averages, so $w$, $W$ and $S_1$ are unchanged while the net rate falls by $\nu_0$.

Take an ionizing swarm with $S_1\ne0$ and choose $\nu_0=\lambda$. Its electron number is now constant, yet $W-w$ is what it was before. The net rate concerns the mean of $\nu$, whereas the drift difference concerns its correlation with $x$.

## A second route to the bulk velocity

Let $M$ be the part of the kinetic operator that contains acceleration and collisions, so that $\partial_tf=Mf-v_x\partial_xf$. A profile $f=F(\mathbf v;s)\,e^{sx+\lambda(s)t}$ obeys

$$(M-sv_x)F=\lambda(s)F. \tag{6}$$

For $n\propto e^{sx+\lambda(s)t}$, equation (4) gives $\lambda(s)=\lambda-Ws+O(s^2)$, hence $W=-\lambda'(0)$. Differentiate (6) with respect to $s$ and set $s=0$:

$$(M-\lambda)F'=(v_x+\lambda'(0))F_0 .$$

Multiply by the left eigenfunction $\varphi$, which satisfies $\int\varphi\,(M-\lambda)h\,d\mathbf v=0$ for any admissible $h$. The left side vanishes, and

$$W=\frac{\int\varphi\,v_xF_0\,d\mathbf v}{\int\varphi F_0\,d\mathbf v}. \tag{7}$$

If the leading eigenvalue is separated from the rest, one electron started with velocity $\mathbf v$ leaves an expected late population $\varphi(\mathbf v)e^{\lambda t}$, with the normalization $\int\varphi F_0\,d\mathbf v=1$. Thus $w$ counts present electrons equally, while $W$ weights them by their expected late descendants, counting the electron itself if it survives. Subtracting $w$ from (7) gives

$$S_1=\int(\varphi-1)\,v_xF_0\,d\mathbf v ,$$

which is the covariance of $\varphi$ and $v_x$ over the distribution $F_0$. It is positive when late progeny and forward velocity are positively correlated.

## A model gas

Consider cold, infinitely heavy atoms of density $10^{22}\ \mathrm{m^{-3}}$ at $E/N=300$ Td. Since $1\ \mathrm{Td}=10^{-21}\ \mathrm{V\,m^2}$, the field is $300\times10^{-21}\times10^{22}=3000$ V/m. All scattering is isotropic. The elastic cross section is 10 Å², and two inelastic channels, with thresholds 8 and 12 eV, have 1 Å² each. The 12 eV channel ionizes in the first and last cases below, with the remaining energy shared equally; in the other three it merely excites. The attachment cross section within its energy window is 2 Å² for slow attachment, 0.5 Å² for fast attachment and 1.354 Å² in the balanced case. These are model parameters, not data for a particular gas.

A six-term Legendre solution on energy cells of 0.25 eV gives the values below, in km/s, each rounded separately. The last digit is not converged: doubling the cell width lowers $w$ by 0.6 km/s and $W$ by 0.45 km/s for ionization, and in the limit of fine cells the velocities rise by up to 0.3 km/s while $S_1$ changes by up to 0.2 km/s. The cross section that balances ionization also depends on the grid and is about 1.36 Å² in that limit.

| Process | $w$ | $S_1$ | $W$ |
|---|---:|---:|---:|
| ionization | 285.1 | 52.6 | 337.7 |
| slow attachment, 0–3 eV | 262.2 | 32.5 | 294.7 |
| fast attachment, 10–20 eV | 278.1 | −29.9 | 248.3 |
| uniform attachment | 274.0 | 0.0 | 274.0 |
| ionization balanced by slow attachment | 278.0 | 73.0 | 351.0 |

The values of $W$ come from the slope of $\lambda(s)$, and the descendant-weighted velocity (7) agrees with them. For ionization, $285.1+52.6=337.7$ km/s, so the bulk velocity is 18% above the flux velocity. Once the swarm has relaxed, in each further 100 ns the centroid gains $5.26\times10^4\ \mathrm{m/s}\times10^{-7}\ \mathrm s=5.3$ mm on the distance $wt$.

The signs can be read from where electrons are gained and lost. A simulation that follows individual electrons, without a Legendre or gradient expansion, finds a mean energy of 6.5 eV ahead of the centroid and 5.6 eV behind it in the ionizing swarm, 60 ns after its release from a point. This energy difference shrinks as the swarm spreads and its relative density gradients weaken. The covariance nevertheless tends to the constant $S_1$, because the distances from the centroid grow. The front is also the more energetic side in the two attachment cases simulated, slow and fast. Ionization then favours the front, slow attachment thins the rear, and fast attachment thins the front. Two mean energies do not by themselves fix the sign of a covariance, since $\nu$ need not rise or fall steadily with energy; the sign is established by the computed $S_1$.

The last two rows answer steps 2 and 3. With uniform attachment the number decays at $20\times10^6\ \mathrm{s^{-1}}$ and the velocities coincide. In the balanced case the net rate is zero and $W$ exceeds $w$ by 26%.

Attachment whose frequency depends on velocity can also change $w$ itself, by reshaping $F_0$. By the scaling argument above, the uniform-attachment row gives the velocity of the same non-ionizing gas without attachment, 274.0 km/s. Slow attachment lowers $w$ by nearly 12 km/s and adds $S_1=32.5$ km/s, so $W$ rises by nearly 21 km/s. The flux and bulk velocities move in opposite directions.

The simulation obtains $w$ as the total displacement along $x$ divided by the total electron-time, and $W$ from the centroid. For ionization their difference is $53.1\pm0.3$ km/s, and the directly sampled covariance is $50\pm2$ km/s, where the uncertainties are standard errors. Both are compatible with $S_1=52.6$ km/s. The simulated growth rate is 0.7% above the kinetic value, which is nearly three standard errors; the cause of this small excess was not isolated.

In this example, cutting the Legendre series to two terms causes a larger relative error in the difference than in either velocity. For ionization, a two-term solution gives $w=290.1$ and $W=336.9$ km/s, errors of 1.8% and −0.2% relative to the six-term values. Their difference is 46.8 km/s, which is 11% too small.

## Which velocity belongs where

The flux in (1) requires $w$. If the source keeps its gradient term, the convective speed in (4) is $w+S_1=W$, as it should be. Two mixtures fail, with these results for the ionizing swarm:

- Using $W$ in the flux while keeping the gradient term in the source gives $W+S_1=337.7+52.6=390.3$ km/s, which is 16% above the correct centroid speed.
- Using $w$ in the flux with the source $\lambda n$ alone gives 285.1 km/s, which is 16% below it.

One may instead write $\partial_tn=\lambda n-W\partial_xn+\cdots$ with bulk coefficients throughout. This describes the density of a relaxed swarm, but $Wn$ is then not the convective part of the electron flux. The conduction current density is $-e\Gamma$ and calls for flux coefficients.

Near electrodes, or where the field changes over the distance in which electron energies relax, constant $w$, $W$ and $S_1$ are not justified. Identity (3) still holds in a nonuniform field, provided that no electrons cross a boundary; otherwise boundary terms must be added. Detachment from negative ions needs its own source term, because those electrons reappear later and at the positions of the ions.

The argument should be revised accordingly: a single drift velocity serves for the centroid, the flux and the convective term when $\mathrm{Cov}(x,\nu)$ vanishes or is shown to be negligible, and neither a small net growth rate nor exact balance shows that. The arrival of a pulse at a fixed plane needs separate care even then. Uniform attachment, for example, leaves $w=W$ but weights an arrival at time $t$ by $e^{-\nu_0t}$. In a diffusing swarm this favours early arrivals, so a speed deduced from mean arrival times can exceed $W$. The numerical output gives the remaining values and standard errors.

## Calculated quantities

```
gas density 1.0e+22 m^-3, E/N 300 Td, field 3000 V/m
cross sections: elastic 10.0, each inelastic 1.0 angstrom^2
inelastic thresholds 8 and 12 eV
slow attachment 2.0 angstrom^2, 0 to 3 eV
fast attachment 0.5 angstrom^2, 10 to 20 eV
uniform attachment frequency 20.0 10^6/s
slow attachment for zero net growth 1.3540 angstrom^2
Six-term kinetic solution:
ionization: net rate 23.130 10^6/s, mean energy 6.044 eV
  flux w 285.08, S1 52.61, bulk W 337.69 km/s; S1/w 18.46 %
  descendant-weighted velocity 337.69 km/s
slow attachment: net rate -31.443 10^6/s, mean energy 6.957 eV
  flux w 262.20, S1 32.53, bulk W 294.73 km/s; S1/w 12.41 %
  descendant-weighted velocity 294.73 km/s
fast attachment: net rate -16.420 10^6/s, mean energy 6.196 eV
  flux w 278.14, S1 -29.89, bulk W 248.25 km/s; S1/w -10.74 %
  descendant-weighted velocity 248.25 km/s
uniform attachment: net rate -20.000 10^6/s, mean energy 6.483 eV
  flux w 273.95, S1 0.00, bulk W 273.95 km/s; S1/w 0.00 %
  descendant-weighted velocity 273.95 km/s
balanced: net rate 0.000 10^6/s, mean energy 6.318 eV
  flux w 277.95, S1 73.02, bulk W 350.97 km/s; S1/w 26.27 %
  descendant-weighted velocity 350.97 km/s
ionization: descendant weight at 1.875 eV (swarm mean 1): 0.896
ionization: descendant weight at 14.875 eV (swarm mean 1): 1.297
ionization, two-term: w 290.10, W 336.85 km/s
ionization, four-term: w 285.11, W 337.73 km/s
ionization, six-term, 0.5 eV cells: w 284.49, W 337.24 km/s
Monte Carlo swarm (value +- standard error):
ionization: w 286.01 +- 0.63, W 339.09 +- 0.83 km/s
  W-w 53.08 +- 0.31, Cov(x,nu) 49.82 +- 2.25 km/s
  net rate 23.30 +- 0.06 10^6/s
  mean energy ahead 6.54 +- 0.03, behind 5.58 +- 0.03 eV
slow attachment: w 263.52 +- 0.82, W 294.77 +- 2.43 km/s
  W-w 31.25 +- 1.79, Cov(x,nu) 37.21 +- 4.01 km/s
  net rate -31.14 +- 0.26 10^6/s
  mean energy ahead 7.71 +- 0.10, behind 6.31 +- 0.05 eV
fast attachment: w 278.27 +- 0.87, W 248.26 +- 1.11 km/s
  W-w -30.01 +- 1.02, Cov(x,nu) -29.65 +- 1.43 km/s
  net rate -16.52 +- 0.14 10^6/s
  mean energy ahead 6.87 +- 0.04, behind 5.49 +- 0.06 eV
```
